# Why PAW forces sum to zero, and how grids break this

With no external field, the energy of a periodic arrangement of atoms depends on their relative positions alone. If every nucleus $\kappa$ moves from $\mathbf R_\kappa$ to $\mathbf R_\kappa+\mathbf a$, the energy is unchanged, and since $\mathbf F_\kappa=-\partial E/\partial\mathbf R_\kappa$,

$$\sum_\kappa \mathbf F_\kappa=-\left.\frac{dE(\{\mathbf R+\mathbf a\})}{d\mathbf a}\right|_{\mathbf a=0}=0 .$$

A calculation that evaluates some integrals on a uniform grid fixed in the cell has less symmetry. The grid coincides with itself only after a shift by a grid vector, so $E$ is a periodic function of $\mathbf a$ with the period of the grid. Its Fourier series contains only the reciprocal vectors $\mathbf G_m$ of the grid:

$$E(\mathbf a)=\sum_m E_m e^{i\mathbf G_m\cdot\mathbf a},\qquad \sum_\kappa\mathbf F_\kappa=-\sum_{m\neq0}i\mathbf G_mE_m . \tag{1}$$

A net force is therefore built from harmonics whose wavelength is at most the grid spacing. It remains to find which terms of a projector augmented-wave (PAW) energy have such harmonics, and to show that the others have none, even when the plane-wave basis is far from complete.

I use Hartree atomic units and count electron density as positive, so ionic charge is negative. The cell has volume $\Omega$, the occupations $f_n$ are fixed, and the pseudo-orbitals are

$$\tilde\psi_n(\mathbf r)=\Omega^{-1/2}\sum_{\mathbf G}c_{n\mathbf G}e^{i\mathbf G\cdot\mathbf r},$$

where the set of $\mathbf G$ does not depend on the atomic positions. With the projectors $p_i$ centred on the atoms, define

$$P_{ni}=\langle p_i|\tilde\psi_n\rangle,\qquad \rho_{ij}=\sum_nf_nP_{ni}^*P_{nj},\qquad S=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j| .$$

The index $i$ includes the atom, and pairs $ij$ lie on the same atom. The energy is

$$E=\sum_nf_n\langle\tilde\psi_n|-\tfrac12\nabla^2|\tilde\psi_n\rangle+E_H[\tilde n+\hat n+\rho_{\rm ion}]+E_{xc}[\tilde n+\tilde n_c]+\sum_\kappa\Delta E_\kappa(\rho^\kappa). \tag{2}$$

Here $\tilde n=\sum_nf_n|\tilde\psi_n|^2$, the compensation charge $\hat n$ is linear in $\rho_{ij}$ with shapes that ride on the atoms, and $\rho_{\rm ion}$ and the pseudo-core density $\tilde n_c$ are also sums of atom-centred shapes. The last term is the difference of the one-centre energies. It is computed on radial grids attached to each atom and knows about positions only through $\rho^\kappa$.

The forces require the constraint $\langle\tilde\psi_n|S|\tilde\psi_n\rangle=1$, because $S$ moves with the atoms. Let

$$L(c,\mathbf R)=E-\sum_nf_n\varepsilon_n\left(\langle\tilde\psi_n|S|\tilde\psi_n\rangle-1\right). \tag{3}$$

For a change of the coefficients at fixed positions,

$$\delta L=2\,\mathrm{Re}\sum_nf_n\sum_{\mathbf G}\delta c_{n\mathbf G}^*\,[(H-\varepsilon_nS)c_n]_{\mathbf G}, \tag{4}$$

with $H$ the Hamiltonian obtained by differentiating $E$. Self-consistent eigenstates satisfy $Hc_n=\varepsilon_nSc_n$, so (4) vanishes. Along the family of self-consistent solutions the bracket in (3) is zero at every geometry, hence $E=L$. In $dL/d\mathbf R_\kappa$ the change of the coefficients drops out by (4), and the change of $\varepsilon_n$ drops out because it multiplies zero. What is left is

$$\mathbf F_\kappa=-\left.\frac{\partial L}{\partial\mathbf R_\kappa}\right|_{c,\varepsilon}. \tag{5}$$

To write it out, let $D_{ij}=\partial E/\partial\rho_{ij}$, which is Hermitian. A change of the overlaps gives $\delta\rho_{ij}=\sum_nf_n(\delta P_{ni}^*P_{nj}+P_{ni}^*\delta P_{nj})$. The two halves of $\sum_{ij}D_{ij}\delta\rho_{ij}$ are complex conjugates, and the constraint has the same structure with $-\varepsilon_nq_{ij}$ in place of $D_{ij}$. Therefore

$$\mathbf F_\kappa=-\int v_H\frac{\partial(\hat n+\rho_{\rm ion})}{\partial\mathbf R_\kappa}\bigg|_{\rho}d^3r-\int v_{xc}\frac{\partial\tilde n_c}{\partial\mathbf R_\kappa}d^3r-2\,\mathrm{Re}\sum_nf_n\sum_{ij}(D_{ij}-\varepsilon_nq_{ij})P_{ni}^*\frac{\partial P_{nj}}{\partial\mathbf R_\kappa}. \tag{6}$$

Now move the atoms and the orbitals together. The displaced orbital $\tilde\psi_n(\mathbf r-\mathbf a)$ has coefficients

$$c_{n\mathbf G}\;\to\;e^{-i\mathbf G\cdot\mathbf a}c_{n\mathbf G}. \tag{7}$$

Each plane wave only acquires a phase, so the displaced orbital lies in the same finite basis. This is why no convergence with the cutoff is needed. At a Bloch vector $\mathbf k$ one replaces $\mathbf G$ by $\mathbf k+\mathbf G$ and the argument is unchanged.

Take the terms of $L$ in turn. The kinetic energy contains $|c_{n\mathbf G}|^2$ and does not change. For the overlaps, put $\hat p_i(\mathbf G)=\int p_i(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r$ for a projector centred at the origin. Substituting $\mathbf r\to\mathbf r+\mathbf R$ in the overlap integral gives

$$P_{ni}=\Omega^{-1/2}\sum_{\mathbf G}c_{n\mathbf G}\,e^{i\mathbf G\cdot\mathbf R}\,\hat p_i^*(\mathbf G). \tag{8}$$

The factor $e^{-i\mathbf G\cdot\mathbf a}$ from (7) cancels the factor $e^{i\mathbf G\cdot\mathbf a}$ from $\mathbf R\to\mathbf R+\mathbf a$, term by term. Thus $P_{ni}$, $\rho_{ij}$, the constraint and all one-centre energies are invariant. An error of the radial quadrature changes the function $\Delta E_\kappa(\rho^\kappa)$ but not this invariance.

The Fourier coefficients of $\tilde n$, $\hat n$, $\rho_{\rm ion}$ and $\tilde n_c$ all acquire the phase $e^{-i\mathbf G\cdot\mathbf a}$. With $\rho_{\mathbf G}$ the coefficients of the total charge, the Hartree energy

$$E_H=\frac{\Omega}{2}\sum_{\mathbf G\neq0}\frac{4\pi}{G^2}|\rho_{\mathbf G}|^2$$

is unchanged, also if the sum is truncated to a set of $\mathbf G$ that does not depend on positions. In this sense a reciprocal-space truncation counts as exact here. Finally, let $n_x=\tilde n+\tilde n_c$ and let $e_{xc}(n)$ be the exchange-correlation energy per volume. Its integral over the periodic cell is the same for $n_x(\mathbf r-\mathbf a)$ as for $n_x(\mathbf r)$.

Hence $\Lambda(\mathbf a)$, the value of $L$ after the joint displacement, equals $\Lambda(0)$. Differentiating at $\mathbf a=0$, with $\partial c_{n\mathbf G}/\partial\mathbf a=-i\mathbf Gc_{n\mathbf G}$ inserted in (4), gives

$$0=\sum_\kappa\frac{\partial L}{\partial\mathbf R_\kappa}+2\,\mathrm{Re}\sum_nf_n\sum_{\mathbf G}(-i\mathbf Gc_{n\mathbf G})^*[(H-\varepsilon_nS)c_n]_{\mathbf G}.$$

The first sum is $-\sum_\kappa\mathbf F_\kappa$ by (5), so that

$$\sum_\kappa\mathbf F_\kappa=2\,\mathrm{Re}\sum_nf_n\sum_{\mathbf G}(-i\mathbf Gc_{n\mathbf G})^*[(H-\varepsilon_nS)c_n]_{\mathbf G}. \tag{9}$$

For stationary orbitals the right side is zero, which proves the sum rule. If formula (6) is applied to orbitals that have not converged, with $v_H$, $v_{xc}$, $D_{ij}$ and $H$ all built from the density of these same orbitals, (9) gives the net force that results, and it is linear in the residual $(H-\varepsilon_nS)c_n$. The condition matters. In an unconverged self-consistency step the orbitals are eigenstates of the $H$ built from the input density, so their residual with that $H$ is zero. Formula (6) evaluated with the input potentials is then not the derivative of $L$, and in general it still leaves a net force. A net force can thus appear with perfect integrals, and convergence has to be checked before a grid is blamed.

Next let some integrals be grid sums, and let $H$, $S$ and the forces be derivatives of the energy so discretized. Equations (4) and (5) hold for the discretized $L$, but $\Lambda(\mathbf a)$ may now vary. Stationarity still removes the orbital term, and

$$\sum_\kappa\mathbf F_\kappa=-\Lambda'(0). \tag{10}$$

The invariant terms contribute nothing, and those that are not invariant contribute additively, since this is a first derivative.

The exchange-correlation energy on a grid of points $\mathbf r_g$, each with volume $\Delta V$, is $\Delta V\sum_ge_{xc}(n_x(\mathbf r_g))$. After the displacement the argument is $n_x(\mathbf r_g-\mathbf a)$, whose derivative with respect to $\mathbf a$ is $-\nabla n_x$. The minus sign in (10) cancels this one:

$$\sum_\kappa\mathbf F_\kappa^{xc}=\Delta V\sum_gv_{xc}(\mathbf r_g)\nabla n_x(\mathbf r_g)=\Delta V\sum_g\nabla e_{xc}(\mathbf r_g),$$

where $v_{xc}=de_{xc}/dn$ for a local functional. The integral of this gradient over the cell is zero, but its grid sum need not be. Expand $e_{xc}(n_x(\mathbf r))=\sum_{\mathbf G}e_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. The sum $\Delta V\sum_ge^{i\mathbf G\cdot\mathbf r_g}$ equals $\Omega$ if $\mathbf G$ is one of the grid vectors $\mathbf G_m$, and zero otherwise. Therefore

$$\sum_\kappa\mathbf F_\kappa^{xc}=\Omega\sum_{m\neq0}i\mathbf G_m\,e_{\mathbf G_m}. \tag{11}$$

This is aliasing: the grid cannot distinguish the harmonic $\mathbf G_m$ from a constant, and counts it as part of the integral. The density $\tilde n$ has a finite bandwidth, and so does $n_x$ if the form factor of $\tilde n_c$ is truncated to the same harmonics, but a nonlinear function of it has a larger one. If the orbitals contain integer harmonics up to 3 along each axis, $n_x$ then reaches 6, its square 12 and its cube 18. On a grid with 14 points per edge a quadratic functional has no harmonic to alias, whereas a cubic one does. For the power $n^{4/3}$ of local-density (LDA) exchange no such finite limit is available, and refining the grid reduces the error overall, though not necessarily from one grid size to the next, without removing it exactly.

Real-space projection replaces (8) by $\Delta V\sum_gp_i^*(\mathbf r_g-\mathbf R)\tilde\psi_n(\mathbf r_g)$. By the same property of grid sums, each plane wave contributes its exact overlap plus the overlaps of all waves that look identical on the grid:

$$P_{ni}^{\rm grid}=\Omega^{-1/2}\sum_{\mathbf G}c_{n\mathbf G}\sum_me^{i(\mathbf G+\mathbf G_m)\cdot\mathbf R}\,\hat p_i^*(\mathbf G+\mathbf G_m). \tag{12}$$

Under the joint displacement the phase from the orbital is $e^{-i\mathbf G\cdot\mathbf a}$, but that from the atom is $e^{i(\mathbf G+\mathbf G_m)\cdot\mathbf a}$. A factor $e^{i\mathbf G_m\cdot\mathbf a}$ survives for $m\neq0$. In real space the same derivative is

$$\left.\frac{dP_{nj}^{\rm grid}}{d\mathbf a}\right|_{0}=-\Delta V\sum_g\nabla\left[p_j^*(\mathbf r-\mathbf R)\tilde\psi_n(\mathbf r)\right]_{\mathbf r_g}.$$

The overlaps enter $L$ with the weights found in (6), so (10) gives

$$\sum_\kappa\mathbf F_\kappa^{\rm proj}=2\,\mathrm{Re}\sum_nf_n\sum_{ij}(D_{ij}-\varepsilon_nq_{ij})P_{ni}^*\,\Delta V\sum_g\nabla\left[p_j^*\tilde\psi_n\right]_{\mathbf r_g}, \tag{13}$$

with grid overlaps throughout. Both violations are grid sums of a total gradient whose exact integral vanishes.

These are the two breaking terms under the stated conditions: the density is formed without wrap-around, and the atom-centred charges enter through their form factors. If compensation or core charges were instead sampled on the grid, their coefficients would contain images at $\mathbf G+\mathbf G_m$, as in (12), and would in general break the rule too, by an amount that depends on how large their form factors still are at $\mathbf G+\mathbf G_m$. For a charge that is smooth on the scale of the grid spacing this amount can be negligible.

The example is a model with the structure of (2), since the argument does not depend on the element. Two atoms, each with ionic charge 2, share four electrons in a cubic cell of edge 4 Å. The cutoff of 120 eV gives 179 plane waves, with harmonics up to 3 along each axis. Each atom has one s and three p projectors that vanish beyond 1 Å, a nontrivial overlap matrix and a one-centre energy made of a term linear in the diagonal occupations $\rho_{ii}$ and a term quadratic in its compensation charge. The ionic, compensation and core densities are Gaussians whose form factors are truncated at harmonic 6 along each axis, the bandwidth of $\tilde n$.

With a cubic exchange-correlation polynomial, 20 points per edge and reciprocal-space projection, every integral is exact in the sense above. The force on atom 1 is $(-2.150,-2.319,-2.101)$ eV/Å, of magnitude 3.80 eV/Å. The force on atom 2 is its opposite, and the net force is $5\times10^{-10}$ eV/Å. Perturbing the orbitals at random produces a net force $(-0.298,0.199,-0.203)$ eV/Å, and (9) gives the same values.

Reducing only the exchange-correlation grid to 14 points, a spacing of 0.286 Å, gives a net force of

$$\sqrt{3.09^2+3.38^2+4.34^2}\times10^{-3}=6.3\times10^{-3}\ \text{eV/Å}.$$

The quadratic functional on this same grid gives $8\times10^{-10}$ eV/Å. The coarse spacing by itself is therefore not the cause; harmonics at $\mathbf G_m$ are. For LDA exchange the net force falls from $3.4\times10^{-3}$ eV/Å with 14 points to $3.9\times10^{-5}$ with 20 and $1.7\times10^{-6}$ with 28.

Real-space projection alone gives $7.9\times10^{-3}$, $2.2\times10^{-3}$ and $8.0\times10^{-4}$ eV/Å on grids of 14, 20 and 28 points. Over these three grids the decrease is slower than for LDA exchange in this model, and the $x$ component changes sign on the way; from one grid size to the next the net force need not decrease at all. Equation (12) allows this: both the phases $e^{i\mathbf G_m\cdot\mathbf R}$ and the form factors $\hat p_i(\mathbf G+\mathbf G_m)$ change with the grid, and the form factors of these projectors, which end at a finite radius, oscillate in sign.

With both approximations on the 14-point grid, (11) and (13) add up, in units of $10^{-3}$ eV/Å, to

$$(3.09,-3.38,-4.34)+(4.60,-0.02,-6.48)=(7.69,-3.40,-10.82).$$

This is the sum of the two computed atomic forces. Its magnitude is 0.0137 eV/Å, or $2.66\times10^{-4}$ hartree/bohr, which is 0.36% of the force on one atom in the exact case. To the printed digits the two parts also equal the net forces found with each approximation alone. The derivation guarantees additivity only within one self-consistent state, so this further agreement is a finding of the example.

The $x$ component can be compared with the energy itself. Rigid displacements of both atoms by small steps give $-dE/da_x=0.00769$ eV/Å, as (10) requires. Over six positions within one grid spacing along $x$ the energy varies by 0.80 meV. If a single harmonic dominated, six equally spaced samples would span between $\sqrt3$ and 2 times its amplitude, so the amplitude would lie between 0.40 and 0.46 meV and the largest slope would be at least

$$\frac{2\pi}{0.286\ \text{Å}}\times0.40\ \text{meV}\approx8.8\ \text{meV/Å},$$

which is compatible with the 7.7 meV/Å found at the starting position. A small ripple in the energy gives a noticeable force because its wavelength is short.

The net force can be removed by subtracting its mean from every atom, but this does not recover the exact forces. Here half of the net force, $(3.85,-1.70,-5.41)\times10^{-3}$ eV/Å, is taken from each atom. Relative to the exact-integral calculation in the same basis, the error of the force on atom 1 then falls from $9.8\times10^{-3}$ to $4.9\times10^{-3}$ eV/Å. The remainder is equal and opposite on the two atoms, so it is invisible in the sum.

Nor does a vanishing net force show that the integrals are accurate. If the structure has an inversion centre on a grid point, inversion maps the grid onto itself and turns a displacement $\mathbf a$ into $-\mathbf a$. Then $E(\mathbf a)=E(-\mathbf a)$ and the net force is zero at that position, although the harmonics $E_m$ in (1) remain. A shift by half a grid spacing puts the centre midway between grid points, which is again an inversion centre of the grid, so the net force vanishes there too; a shift by a general fraction, such as a quarter of the spacing, in general reveals them. The numerical check checks the sum rule, its two violations and the residual formula (9) numerically.

## Numbers as computed

```
cell edge: 4.00 angstrom; cutoff: 120.0 eV; plane waves: 179
atom 1 position: 0.31 0.47 0.23 angstrom; ion charge 2.0 e; core 1.0 e
atom 1 Gaussian widths ion, compensation, core: 0.40 0.45 0.30 angstrom
atom 1 q_s, q_p: 0.30 0.15; k_s, k_p, U: -4.0 3.0 2.0 eV
atom 2 position: 1.81 1.57 1.13 angstrom; ion charge 2.0 e; core 1.0 e
atom 2 Gaussian widths ion, compensation, core: 0.50 0.45 0.32 angstrom
atom 2 q_s, q_p: 0.20 0.10; k_s, k_p, U: -3.0 2.0 3.0 eV
projector radius: 1.00 angstrom; shape power: 3
coarse grid: 14 points per edge, spacing 0.2857 angstrom
grid exact for the cubic functional: 20 points per edge
exact case, total energy: 15.761927 eV
exact case, occupied levels: -2.4779 3.0004 eV; gap 3.5603 eV
exact case, compensation charges: 0.21162 0.10036 e; all electrons 4.00000000
exact case, force on atom 1: -2.150108 -2.319422 -2.101246 eV/angstrom
exact case, force on atom 2: 2.150108 2.319422 2.101246 eV/angstrom
exact case, size of net force: 5.2e-10 eV/angstrom
exact case, energy change on 0.10 angstrom rigid shift: 6.0e-15 eV
perturbed orbitals, net force: -0.297624 0.199403 -0.202592 eV/angstrom
perturbed orbitals, residual formula: -0.297624 0.199403 -0.202592 eV/angstrom
xc aliasing only, net force: 0.003091 -0.003376 -0.004338 eV/angstrom
xc aliasing only, harmonic formula: 0.003091 -0.003376 -0.004338 eV/angstrom
quadratic functional, coarse grid, size of net force: 8.0e-10 eV/angstrom
LDA exchange, xc grid 14, size of net force: 3.40e-03 eV/angstrom
LDA exchange, xc grid 20, size of net force: 3.91e-05 eV/angstrom
LDA exchange, xc grid 28, size of net force: 1.66e-06 eV/angstrom
LDA exchange, xc grid 40, size of net force: 1.39e-09 eV/angstrom
real-space projection only, grid 14, net force: 0.004599 -0.000023 -0.006478 eV/angstrom; size 7.94e-03
real-space projection only, grid 20, net force: 0.000942 -0.000203 0.001954 eV/angstrom; size 2.18e-03
real-space projection only, grid 28, net force: -0.000789 -0.000036 -0.000125 eV/angstrom; size 8.00e-04
projector image sum, relative mismatch: 5.4e-05
both errors, force on atom 1: -2.148718 -2.323942 -2.109823 eV/angstrom
both errors, force on atom 2: 2.156408 2.320542 2.099007 eV/angstrom
both errors, net force: 0.007690 -0.003399 -0.010817 eV/angstrom
both errors, xc part: 0.003091 -0.003376 -0.004338 eV/angstrom
both errors, projection part: 0.004599 -0.000023 -0.006478 eV/angstrom
both errors, size of net force: 0.013700 eV/angstrom = 2.664e-04 hartree/bohr
both errors, minus rigid-shift energy slope, x: 0.007691 eV/angstrom
both errors, minus energy slope for atom 1, x: -2.148717 eV/angstrom
both errors, energy range over six rigid shifts in one spacing: 7.978e-04 eV
```
